# Borland-Dennis pinning for three electrons on a Hubbard ring: test program

```python
"""Borland-Dennis pinning for three electrons on a three-site Hubbard ring.

Result under test (energies in units of the hopping t, U > 0):
  D = 2 - lam1 - lam2 - lam4, with lam the ordered natural occupations.
  U = w(w^2-9)/(w^2-3), w = U-E > 3, fixes the ground energy E.
  A, B, C = normalized squares of 1/(w-3), 1/w, 1/(w+3).
  Momentum eigenstate:              D = max(0, 1-2A).
  Reflection eigenstates:           D = 0 for all U.
  (K,up) + (-K,down) superposition: D = B/2.
Spin orbitals 0,1,2 are sites with spin up; 3,4,5 are sites with spin down.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import brentq

determinants = list(combinations(range(6), 3))
position = {det: n for n, det in enumerate(determinants)}
DIM = len(determinants)


def sort_with_sign(orbitals):
    inversions = sum(orbitals[i] > orbitals[j]
                     for i in range(3) for j in range(i + 1, 3))
    return position[tuple(sorted(orbitals))], (-1) ** inversions


# transfer[p, q] is the matrix of c_p^dagger c_q
transfer = np.zeros((6, 6, DIM, DIM))
for col, det in enumerate(determinants):
    for q in det:
        for p in range(6):
            if p != q and p in det:
                continue
            row, sign = sort_with_sign([p if x == q else x for x in det])
            transfer[p, q, row, col] = sign


def site_map(rule):
    matrix = np.zeros((DIM, DIM))
    for col, det in enumerate(determinants):
        row, sign = sort_with_sign([rule(x % 3) % 3 + 3 * (x // 3)
                                    for x in det])
        matrix[row, col] = sign
    return matrix


translation = site_map(lambda i: i + 1)
reflection = site_map(lambda i: -i)
spin_z = 0.5 * sum(transfer[i, i] - transfer[i + 3, i + 3] for i in range(3))
hopping = sum(transfer[i + s, j + s] for s in (0, 3)
              for i in range(3) for j in range(3) if i != j)
double_occ = sum(transfer[i, i] @ transfer[i + 3, i + 3] for i in range(3))


def ground_states(U, t=1.0):
    """Energies and ground states ordered (-K,dn), (-K,up), (K,dn), (K,up)."""
    energies, vectors = np.linalg.eigh(-t * hopping + U * double_occ)
    assert np.ptp(energies[:4]) < 1e-9 and energies[4] - energies[3] > 1e-5
    space = vectors[:, :4]
    label = (translation - translation.T) / 1j + spin_z
    _, mix = np.linalg.eigh(space.T @ label @ space)
    return energies, (space @ mix).T


def density_matrix(psi):
    return np.einsum('a,pqab,b->pq', psi.conj(), transfer, psi, optimize=True)


def occupations(psi):
    return np.linalg.eigvalsh(density_matrix(psi))[::-1]


def distance(lam):
    return 2 - lam[0] - lam[1] - lam[3]


def U_of_w(w):
    return w * (w * w - 9) / (w * w - 3)


def weights(w):
    amp = np.array([1 / (w - 3), 1 / w, 1 / (w + 3)])
    return amp ** 2 / np.sum(amp ** 2)


def solve_w(U):
    return brentq(lambda w: U_of_w(w) - U, 3.0, U + 4.0, xtol=1e-13)


def ordered_from_mu(mu):
    mu = np.asarray(mu)
    return np.sort(np.concatenate([mu, 1 - mu]))[::-1]


def normalize(psi):
    return psi / np.linalg.norm(psi)


# General inequality on random pure states of three fermions in six orbitals
rng = np.random.default_rng(7)
smallest_random_D = np.inf
for _ in range(300):
    psi = normalize(rng.normal(size=DIM) + 1j * rng.normal(size=DIM))
    lam = occupations(psi)
    assert np.allclose(lam + lam[::-1], 1, atol=1e-11)
    smallest_random_D = min(smallest_random_D, distance(lam))
assert smallest_random_D > -1e-11

# Ordering theorem for arbitrary states with two up and one down electron
pairs = list(combinations(range(3), 2))
count_pinned = count_unpinned = 0
for trial in range(300):
    G = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    X = G if trial % 2 else np.linalg.qr(G)[0] + 0.05 * G
    X = X / np.linalg.norm(X)
    psi = np.zeros(DIM, complex)
    for r, pair in enumerate(pairs):
        for d in range(3):
            psi[position[pair + (3 + d,)]] = X[r, d]
    mu1 = np.linalg.svd(X, compute_uv=False)[0] ** 2
    D = distance(occupations(psi))
    assert abs(D - max(0.0, 1 - 2 * mu1)) < 1e-11
    count_pinned += mu1 >= 0.5
    count_unpinned += mu1 < 0.5
assert count_pinned > 20 and count_unpinned > 20

# Threshold: quartic root against bisection on the diagonalized Hamiltonian
roots = np.roots([1, -4, -2, 0, 1])
x_c = max(r.real for r in roots if abs(r.imag) < 1e-10)
assert sum(abs(r.imag) < 1e-10 and r.real > 1 for r in roots) == 1
w_c = 3 * x_c
U_c = U_of_w(w_c)


def largest_down_occupation(U):
    gamma = density_matrix(ground_states(U)[1][3])
    return np.linalg.eigvalsh(gamma[3:, 3:])[-1]


U_c_numeric = brentq(lambda U: largest_down_occupation(U) - 0.5, 5, 20,
                     xtol=1e-11)
assert abs(U_c - U_c_numeric) < 1e-8

bloch = np.exp(2j * np.pi * np.outer(range(3), range(3)) / 3) / np.sqrt(3)
table = []
previous_A = 1.0
for U in (0.1, 1.0, 2.0, 4.0, 8.0, 12.0, U_c, 14.0, 16.0, 20.0, 40.0):
    energies, states = ground_states(U)
    minus_dn, minus_up, plus_dn, plus_up = states
    w = solve_w(U)
    A, B, C = weights(w)
    assert abs(energies[0] - (U - w)) < 1e-10
    assert abs(energies[0] + 6 * w / (w * w - 3)) < 1e-10
    assert A < previous_A
    previous_A = A

    # Momentum eigenstates: natural orbitals are Bloch waves
    lam = occupations(plus_up)
    assert np.allclose(lam, ordered_from_mu([A, B, C]), atol=1e-10)
    assert np.allclose(occupations(minus_up), lam, atol=1e-10)
    assert abs(distance(lam) - max(0, 1 - 2 * A)) < 1e-10
    gamma = density_matrix(plus_up)
    up = bloch.conj().T @ gamma[:3, :3] @ bloch
    down = bloch.conj().T @ gamma[3:, 3:] @ bloch
    for block in (up, down):
        assert np.allclose(block, np.diag(np.diag(block)), atol=1e-10)
    assert abs(down[0, 0] - A) < 1e-10 and abs(up[0, 0] - 1 + C) < 1e-10

    # Standing waves of both reflection parities
    even = normalize(plus_up + reflection @ plus_up)
    odd = normalize(plus_up - reflection @ plus_up)
    lam_even, lam_odd = occupations(even), occupations(odd)
    S = 1 - B / 2
    root = np.sqrt(S * S - 4 * A * C)
    assert np.allclose(lam_even, ordered_from_mu([A + B/2, C + B/2, 0]),
                       atol=1e-10)
    assert np.allclose(lam_odd, ordered_from_mu([(S+root)/2, (S-root)/2, B/2]),
                       atol=1e-10)
    assert abs(distance(lam_even)) < 1e-10
    assert abs(distance(lam_odd)) < 1e-10

    # Spin-momentum superposition, and a plain spin rotation for contrast
    lam_mixed = occupations((plus_up + minus_dn) / np.sqrt(2))
    assert np.allclose(lam_mixed, [1 - B/2] * 3 + [B/2] * 3, atol=1e-10)
    assert abs(distance(lam_mixed) - B / 2) < 1e-10
    rotated = 0.6 * plus_up + 0.8j * plus_dn
    assert np.allclose(occupations(rotated), lam, atol=1e-10)
    table.append((U, w, energies[0], (A, B, C), lam,
                  lam_even, lam_odd, lam_mixed))

# Zero-momentum levels 0, U, U in the two-up, one-down sector
U_test = 5.0
H = -hopping + U_test * double_occ
sector = [n for n, det in enumerate(determinants)
          if sum(p < 3 for p in det) == 2]
projector = (np.eye(DIM) + translation + translation.T) / 3
vals, vecs = np.linalg.eigh(projector[np.ix_(sector, sector)])
zero_K = vecs[:, vals > 0.5]
levels = np.linalg.eigvalsh(zero_K.T @ H[np.ix_(sector, sector)] @ zero_K)
assert np.allclose(levels, [0, U_test, U_test], atol=1e-10)

# Sign of the hopping, weak coupling and strong coupling
assert np.allclose(occupations(ground_states(6.0, -1.0)[1][3]),
                   occupations(ground_states(6.0, 1.0)[1][3]), atol=1e-10)
U_small = 0.01
weak = ground_states(U_small)[1]
D_weak = distance(occupations((weak[3] + weak[0]) / np.sqrt(2)))
weak_ratio = D_weak / (U_small ** 2 / 162)
assert abs(weak_ratio - 1) < 0.01
U_large = 1e4
lam_large = occupations(ground_states(U_large)[1][3])
assert np.allclose(lam_large, [2/3] * 3 + [1/3] * 3, atol=1e-3)
assert abs(distance(lam_large) - 1/3) < 1e-3


def show(values):
    return ' '.join(f'{abs(v) if abs(v) < 1e-9 else v:.5f}' for v in values)


print('Energies in units of t; occupations and D are dimensionless')
print(f'Threshold: x_c = {x_c:.6f}, w_c = {w_c:.6f}, U_c/t = {U_c:.6f}')
print(f'U_c/t from diagonalization = {U_c_numeric:.6f}')
print('Momentum eigenstate: U/t | lam1 ... lam6 | D')
for row in table:
    print(f'{row[0]:8.4f} | {show(row[4])} | {show([distance(row[4])])}')
print('Solution: U/t | w | E/t | A B C')
for row in table:
    print(f'{row[0]:8.4f} | {row[1]:.5f} | {row[2]:.5f} | {show(row[3])}')
example = next(row for row in table if row[0] == 16.0)
print('Four ground states at U/t = 16: lam1 ... lam6 | D')
for name, lam in (('momentum eigenstate', example[4]),
                  ('standing wave, reflection +1', example[5]),
                  ('standing wave, reflection -1', example[6]),
                  ('spin-momentum superposition', example[7])):
    print(f'{name}: {show(lam)} | {show([distance(lam)])}')
print('Spin-momentum superposition: U/t | D')
for row in table:
    print(f'{row[0]:8.4f} | {distance(row[7]):.7f}')
print(f'Weak coupling U/t = {U_small}: D/(U^2/162t^2) = {weak_ratio:.5f}')
print(f'Strong coupling U/t = {U_large:.0f}: {show(lam_large)}'
      f' | D = {distance(lam_large):.5f}')
print(f'Random tests: pinned {count_pinned}, unpinned {count_unpinned}')
print(f'Smallest D among 300 random pure states = {smallest_random_D:.5f}')
print('ALL CHECKS PASSED')
```

Running it gives:

```
Energies in units of t; occupations and D are dimensionless
Threshold: x_c = 4.439109, w_c = 13.317327, U_c/t = 12.859034
U_c/t from diagonalization = 12.859034
Momentum eigenstate: U/t | lam1 ... lam6 | D
  0.1000 | 0.99997 0.99988 0.99984 0.00016 0.00012 0.00003 | 0.00000
  1.0000 | 0.99630 0.98685 0.98315 0.01685 0.01315 0.00370 | 0.00000
  2.0000 | 0.98383 0.94949 0.93332 0.06668 0.05051 0.01617 | 0.00000
  4.0000 | 0.94009 0.85257 0.79266 0.20734 0.14743 0.05991 | 0.00000
  8.0000 | 0.85730 0.74216 0.59946 0.40054 0.25784 0.14270 | 0.00000
 12.0000 | 0.80778 0.70435 0.51213 0.48787 0.29565 0.19222 | 0.00000
 12.8590 | 0.80010 0.69990 0.50000 0.50000 0.30010 0.19990 | 0.00000
 14.0000 | 0.79105 0.69508 0.51387 0.48613 0.30492 0.20895 | 0.02774
 16.0000 | 0.77773 0.68880 0.53348 0.46652 0.31120 0.22227 | 0.06696
 20.0000 | 0.75796 0.68112 0.56092 0.43908 0.31888 0.24204 | 0.12184
 40.0000 | 0.71462 0.67038 0.61500 0.38500 0.32962 0.28538 | 0.22999
Solution: U/t | w | E/t | A B C
  0.1000 | 3.03389 | -2.93389 | 0.99984 0.00012 0.00003
  1.0000 | 3.39234 | -2.39234 | 0.98315 0.01315 0.00370
  2.0000 | 3.90952 | -1.90952 | 0.93332 0.05051 0.01617
  4.0000 | 5.27492 | -1.27492 | 0.79266 0.14743 0.05991
  8.0000 | 8.71663 | -0.71663 | 0.59946 0.25784 0.14270
 12.0000 | 12.48981 | -0.48981 | 0.51213 0.29565 0.19222
 12.8590 | 13.31733 | -0.45829 | 0.50000 0.30010 0.19990
 14.0000 | 14.42212 | -0.42212 | 0.48613 0.30492 0.20895
 16.0000 | 16.37066 | -0.37066 | 0.46652 0.31120 0.22227
 20.0000 | 20.29777 | -0.29777 | 0.43908 0.31888 0.24204
 40.0000 | 40.14972 | -0.14972 | 0.38500 0.32962 0.28538
Four ground states at U/t = 16: lam1 ... lam6 | D
momentum eigenstate: 0.77773 0.68880 0.53348 0.46652 0.31120 0.22227 | 0.06696
standing wave, reflection +1: 1.00000 0.62212 0.62212 0.37788 0.37788 0.00000 | 0.00000
standing wave, reflection -1: 0.85085 0.84440 0.69525 0.30475 0.15560 0.14915 | 0.00000
spin-momentum superposition: 0.84440 0.84440 0.84440 0.15560 0.15560 0.15560 | 0.15560
Spin-momentum superposition: U/t | D
  0.1000 | 0.0000624
  1.0000 | 0.0065754
  2.0000 | 0.0252565
  4.0000 | 0.0737152
  8.0000 | 0.1289180
 12.0000 | 0.1478261
 12.8590 | 0.1500515
 14.0000 | 0.1524603
 16.0000 | 0.1556020
 20.0000 | 0.1594393
 40.0000 | 0.1648091
Weak coupling U/t = 0.01: D/(U^2/162t^2) = 1.00111
Strong coupling U/t = 10000: 0.66687 0.66667 0.66647 0.33353 0.33333 0.33313 | D = 0.33293
Random tests: pinned 149, unpinned 151
Smallest D among 300 random pure states = 0.00170
ALL CHECKS PASSED
```
